One- and two-excitation polaritons of a Morse vibration in an infrared cavity

**Question**

I am trying to couple a single Morse vibration, with a dipole linear in the stretch x, to one infrared cavity mode tuned to the 0→1 transition. If the molecule were harmonic, I would find the normal modes and add their energies. But the Morse 1→2 transition is lower than the 0→1 transition, so I do not know what replaces this sum when two quanta are present.

My parameters, in Hartree atomic units, are m = 12500, D = 0.4, a = 1.2, dipole slope μ′ = 1 and coupling λ = 0.02. What are the levels with one and two excitations, and how do they depend on the ratio of anharmonicity to coupling? I am also unsure whether I may use harmonic matrix elements, and what the rotating-wave approximation and the dipole self-energy do here.

**Answer**

The method is to find the Morse levels and dipole elements, collect the states that exchange quanta resonantly, and then estimate what was left out. I use ħ = 1 and quote energies in microhartree (µEh).

**The Hamiltonian**

In the cavity Born-Oppenheimer picture the electrons follow both x and the slow cavity coordinate Q. Take one fixed, aligned molecule without losses. Neglect the polarization of the electrons by the mode and the x-dependence of their dipole variance. In the length gauge,

H = p²/2m + V(x) + P²/2 + ½[ω_c Q − λμ(x)]²,
V(x) = D(1 − e^(−ax))².

Write μ(x) = μ_r + μ′(x − x₀₀), with x₀₀ = ⟨0|x|0⟩. Replacing Q by Q + λμ_r/ω_c removes μ_r and leaves P unchanged, so a constant dipole does not affect the levels.

Expanding the square gives the free mode, the coupling −λω_c μ′(x − x₀₀)Q, and the self-energy ½λ²μ′²(x − x₀₀)². With Q = (b + b†)/√(2ω_c), the coupling becomes

−λ√(ω_c/2) μ′(x − x₀₀)(b + b†).

**Morse levels**

Set s = √(2mD)/a and z = 2s e^(−ax), so that d/dx = −a z d/dz. Multiplying the Schrödinger equation by 2m/a² gives

(z d/dz)²ψ = (κ² − sz + z²/4)ψ, κ² = s² − 2mE/a².

Insert ψ = z^κ e^(−z/2) F(z). The terms κ²F and z²F/4 cancel, and division by z leaves

zF″ + (2κ + 1 − z)F′ + (s − κ − ½)F = 0.

A polynomial F of degree v requires the coefficient of z^v to vanish: −v + s − κ − ½ = 0. With N = s − ½ this means κ = N − v, which must be positive for a bound state. Therefore

E_v = (a²/2m)[s² − (s − v − ½)²] = ω₀(v + ½) − (a²/2m)(v + ½)²,
ω₀ = a²s/m = a√(2D/m).

The transition energies follow by subtraction:

ω₁₀ = ω₀ − a²/m, ω₂₁ = ω₀ − 2a²/m,
Δ = ω₁₀ − ω₂₁ = a²/m.

**Dipole matrix elements**

Let c = 2N − 3. Solving the equation for F power by power gives the unnormalized states

u₀ = z^N e^(−z/2),
u₁ = z^(N−1) e^(−z/2)(c + 2 − z),
u₂ = z^(N−2) e^(−z/2) R, R = z² − 2(c+1)z + c(c+1).

Since dx is proportional to dz/z, use n_v = ∫₀^∞ u_v² dz/z. The common factor 1/a cancels after normalization. The first two norms are

n₀ = Γ(c+3),
n₁ = (c+2)²Γ(c+1) − 2(c+2)Γ(c+2) + Γ(c+3) = (c+2)Γ(c+1).

For n₂, the gamma-function recursion shows that R is orthogonal to 1 and z with weight z^(c−1)e^(−z). Writing R² = zR(R/z), only the term c(c+1)/z of R/z survives:

n₂ = c(c+1)∫₀^∞ R z^(c−2)e^(−z) dz
= c(c+1)[Γ(c+1) − 2(c+1)Γ(c) + c(c+1)Γ(c−1)]
= 2c(c+1)Γ(c−1).

Now x = −ln(z/2s)/a. The constant ln 2s drops out between orthogonal states, and ln z under the integral produces Γ′. For 0↔1, differentiating Γ(y+1) = yΓ(y) gives

∫ u₀ x u₁ dz/z = −[(c+2)Γ′(c+2) − Γ′(c+3)]/a = Γ(c+2)/a.

For 1↔2, the product of the two polynomials is

(c+2−z)R = −z³ + (3c+4)z² − (c+1)(3c+4)z + c(c+1)(c+2).

Write each Γ(c+k) as a polynomial times Γ(c). The derivatives of these polynomials for k = 1, 2, 3 are 1, 2c+1 and 3c²+6c+2. The terms in Γ′(c) cancel by orthogonality. The remaining bracket is

−(3c²+6c+2) + (3c+4)(2c+1) − (c+1)(3c+4) = −2(c+1),

so the integral of u₁xu₂ is 2(c+1)Γ(c)/a. Squaring and dividing by the norms,

x₁₀² = Γ(c+2)²/(a²n₀n₁) = (c+1)/[a²(c+2)²],
x₂₁² = 4(c+1)²Γ(c)²/(a²n₁n₂) = 2(c+1)(c−1)/[a²c²(c+2)],
r² = x₂₁²/x₁₀² = 2(c−1)(c+2)/c².

The harmonic value r² = 2 is recovered for large c. A bound v = 2 state requires N > 2. Your molecule has N = 82.83 and r² = 2.012, so the harmonic ratio is already good; the level spacing is what must be treated as anharmonic.

**One excitation**

Let |v,n⟩ have v vibrational quanta and n photons, and define

G = λ√(ω_c/2) |μ′x₁₀|, α = Δ/G, ω_c = ω₁₀.

For G, Δ ≪ ω₁₀, first keep only the coupling that conserves v + n. State signs can be chosen to make its elements positive. The states |0,1⟩ and |1,0⟩ both lie at ω₁₀ above the ground state and are coupled by G. Their energies obey (E − ω₁₀)² = G², so

E_LP = ω₁₀ − G, E_UP = ω₁₀ + G.

These lower and upper polaritons do not contain Δ at this order, because v = 2 is not involved.

**Two excitations**

The states |0,2⟩, |1,1⟩ and |2,0⟩ have energies 2ω₁₀, 2ω₁₀ and 2ω₁₀ − Δ. Exchange between the first two carries the photon factor √2; exchange between the last two carries the vibrational factor r. With E = 2ω₁₀ + εG, the matrix for ε is

[ 0  √2  0 ]
[ √2  0  r ]
[ 0  r  −α ]

Its characteristic equation is ε[ε(ε+α) − r²] − 2(ε+α) = 0, or

ε³ + αε² − (2+r²)ε − 2α = 0.

To solve it, put ε = t − α/3. The quadratic term disappears:

t³ + pt + q = 0,
p = −(2+r²) − α²/3,
q = 2α³/27 + α(r²−4)/3.

With t = 2K cos θ and K = √(−p/3), the identity 4cos³θ − 3cos θ = cos 3θ turns this into cos 3θ = −q/(2K³). Hence

ε_k = −α/3 + 2K cos{[arccos(−q/(2K³)) − 2πk]/3}, k = 0, 1, 2,

in descending order.

**Dependence on Δ/G**

Only the last diagonal element contains α. For a normalized eigenvector, the first-order change of the eigenvalue is the expectation value of the change in the matrix, so

dε/dα = −(weight of |2,0⟩).

Each level therefore feels the anharmonicity in proportion to its overtone content.

Take r² = 2 for the limits. At α = 0 the roots are −2, 0 and 2, the sums of two one-polariton shifts. The eigenvectors are (1, ±√2, 1)/2 for ±2 and (1, 0, −1)/√2 for 0, so the overtone weights are ¼, ½ and ¼. To get the next order near the outer roots, put ε = ±2 + u in the cubic:

8u ± 6u² + 2α ± 4αu + … = 0.

Solving order by order, the small-α result is

ε = ±2 − α/4 ± 5α²/64, and ε = −α/2 for the middle level to this order.

For large α, divide the cubic by α:

ε² − 2 + (ε³ − 4ε)/α = 0.

At leading order ε = ±√2. Inserting this in the last term gives the correction +1/α for both roots. Since the three roots sum to −α,

ε = ±√2 + 1/α, and ε = −α − 2/α.

Here the overtone is too far detuned to take part. The molecule acts as a two-level system, with splitting 2√2 G in the two-quantum sector, plus a separate overtone level.

**Your numbers**

First, ω₀ = 9600.00 µEh and Δ = 1.2²/12500 = 115.20 µEh, so ω₁₀ = 9484.80 µEh. With x₁₀ = 0.064743 bohr,

G = 0.02 × √(0.0094848/2) × 0.064743 = 89.17 µEh,
α = 115.20/89.17 = 1.292.

This lies between the two limits. The cubic gives ε = −2.4873, −0.5838 and 1.7792. Thus

E_LP = 9484.80 − 89.17 = 9395.6 µEh,
E_UP = 9484.80 + 89.17 = 9574.0 µEh,
E₂,low = 18969.60 − 2.4873 × 89.17 = 18747.8 µEh,
E₂,mid = 18969.60 − 0.5838 × 89.17 = 18917.5 µEh,
E₂,top = 18969.60 + 1.7792 × 89.17 = 19128.3 µEh.

The overtone weights are 0.52, 0.37 and 0.12, from low to top. The lowest level is mostly overtone and is therefore the most sensitive of the three to α.

Changing λ at fixed Morse parameters changes the cubic's roots as follows:

λ | Δ/G | ε low | ε mid | ε top
0.005 | 5.168 | −5.555 | −1.184 | 1.571
0.01 | 2.584 | −3.323 | −0.931 | 1.670
0.02 | 1.292 | −2.487 | −0.584 | 1.779
0.04 | 0.646 | −2.202 | −0.314 | 1.870
0.08 | 0.323 | −2.093 | −0.160 | 1.930

**What the second quantum costs**

Compare each level with the matching sum of polariton energies:

S_low = E₂,low − 2E_LP = (ε_low + 2)G,
S_mid = E₂,mid − E_LP − E_UP = ε_mid G,
S_top = E₂,top − 2E_UP = (ε_top − 2)G.

For your parameters the three-state model gives −43.5, −52.1 and −19.7 µEh; diagonalizing the full model Hamiltonian gives −42.8, −52.4 and −20.1 µEh. After one lower polariton has been excited, for example, the transition to the lowest two-quantum level is about 43 µEh below E_LP. Resolving that difference requires linewidths smaller than the shift, and losses are absent from this model.

For G ≫ Δ, still with G ≪ ω₁₀, the expansion gives shifts of −Δ/4, −Δ/2 and −Δ/4. That expansion took r² = 2. Within the three-state block and with the Morse r², the outer roots at α = 0 are ±√(2 + r²), which adds about +(r² − 2)G/4 to S_top and −(r² − 2)G/4 to S_low. Since r² − 2 ≈ 2/c and c ≈ 2s = 2ω₀/Δ, this term is about (G/ω₀)Δ/4. It stays small against Δ/4 while G ≪ ω₁₀, but it is not the whole correction of its order: the terms dropped from the three-state block also change S by amounts of order (G/ω₀)Δ, and they reverse the sign. At λ = 0.08 the cubic with r² = 2 gives S_low = −0.277Δ and S_top = −0.226Δ. The Morse r² moves these to −0.287Δ and −0.218Δ, whereas the full model gives −0.265Δ and −0.234Δ. Stronger coupling makes ε look harmonic, but the absolute nonlinear shifts do not vanish: in this range they settle near fixed fractions of Δ. For G ≪ Δ, S_top tends to −(2 − √2)G and S_mid to −√2 G, so both are limited by the coupling.

**Rotating-wave error and self-energy**

For a nearly harmonic molecule, ⟨v|(x − x₀₀)²|v⟩ ≈ (2v+1)x₁₀². Because ½λ²μ′²x₁₀² = G²/ω₁₀, the self-energy raises |v,n⟩ relative to the ground state by 2vG²/ω₁₀.

Counter-rotating coupling connects |v,n⟩ to |v+1,n+1⟩ and |v−1,n−1⟩. Second-order perturbation theory gives

−G²(v+1)(n+1)/(2ω₁₀) + G²vn/(2ω₁₀) = −G²(v+n+1)/(2ω₁₀).

Subtracting the ground-state value and adding the self-energy gives the diagonal correction

(G²/ω₁₀)[2v − (v+n)/2].

For |0,2⟩, |1,1⟩ and |2,0⟩ the bracket is −1, 1 and 3. Here G²/ω₁₀ = 0.838 µEh. Using the weights 0.1184, 0.3661 and 0.5155 of the lowest level, its first-order correction is

0.838 × (−0.1184 + 0.3661 + 3 × 0.5155) = 1.50 µEh.

This moves it from 18747.80 to 18749.30 µEh. Diagonalizing the full model Hamiltonian gives 18749.33 µEh. The full-model levels, in the order LP, UP, low, mid, top, are

9396.05, 9574.39, 18749.33, 18918.07, 19128.71 µEh,

or 2062.2, 2101.3, 4115.0, 4152.0 and 4198.3 cm⁻¹. The neglected electronic terms can be larger than these small differences: an electronic polarizability of 10 atomic units along the mode lowers the cavity frequency by about ½λ² × 10 × ω_c = 19 µEh, unless the cavity is retuned. Retuning does not remove the whole effect: the same screening multiplies G by about 1 − ½λ² × 10 = 0.998, which moves each polariton about 0.18 µEh toward ω₁₀.

The harmonic limit shows why part of this error cancels in the shifts S. Put ξ = √m x, ω_c = ω and λμ′/√m = 2G. The normal frequencies Ω obey

(ω² + 4G² − Ω²)(ω² − Ω²) = 4G²ω².

With y = Ω² − ω² this is y² − 4G²y − 4G²ω² = 0, so y = 2G² ± 2G√(ω² + G²), and

Ω± = √(ω² + G²) ± G.

Both frequencies rise by about G²/(2ω). Two-quantum levels rise by twice that, which drops out of S. At λ = 0.08 the three-state model misses the full two-quantum levels by 11 to 16 µEh, but misses the shifts by at most 2.52 µEh. The full shifts there are −0.265Δ, −0.501Δ and −0.234Δ, near the strong-coupling fractions but not equal to them.

**Where this stops applying**

The three-state block loses accuracy when G is no longer small compared with ω₁₀. A large Δ can also bring in another state: |3,0⟩ lies at 3ω₁₀ − 3Δ above the ground state, which meets 2ω₁₀ when Δ = ω₁₀/3. A detuned cavity needs its detuning on the diagonal, and several molecules need additional states. Your λ is also very large for one molecule: with λ = √(4π/V_mode), it implies a mode volume of 4.66 nm³. The numerical check below compares these formulas with a grid solution of the Morse problem and the full coupled Hamiltonian.

Computed results

```
mass 12500 a.u., depth 0.4 a.u., a 1.2 a.u.
dipole slope 1.0 a.u., lambda 0.02 a.u.
mode volume from lambda: 4.66 nm^3
Morse N = 82.8333
w0  = 9600.00 microhartree
w10 = 9484.80 microhartree = 2081.7 cm^-1
w21 = 9369.60 microhartree
Delta = 115.20 microhartree = 25.28 cm^-1
x10 = 0.064743 bohr, x21 = 0.091838 bohr
r2 = 2.01214
G = 89.171 microhartree = 19.57 cm^-1
alpha = Delta/G = 1.2919
G^2/w10 = 0.838 microhartree
eps, low/mid/top: -2.4873 -0.5838 1.7792
weight of |0,2>: 0.1184 0.5392 0.3424
weight of |1,1>: 0.3661 0.0919 0.5420
weight of |2,0>: 0.5155 0.3689 0.1156
Levels above ground: LP, UP, two-excitation low/mid/top
block, microhartree: 9395.63 9573.97 18747.80 18917.54 19128.26
corrected, microhartree: 9396.04 9574.39 18749.30 18918.09 19128.72
full, microhartree: 9396.05 9574.39 18749.33 18918.07 19128.71
full, cm^-1: 2062.2 2101.3 4115.0 4152.0 4198.3
nonlinear shifts low/mid/top, microhartree
block: -43.45 -52.06 -19.68
full: -42.77 -52.36 -20.07
Scan: eps and nonlinear shift/Delta, low/mid/top
lambda 0.005 a.u., G 22.29 microhartree, Delta/G 5.168
  eps block: -5.555 -1.184 1.571 | full: -5.548 -1.184 1.572
  shift/Delta block: -0.688 -0.229 -0.083 | full: -0.687 -0.230 -0.083
lambda 0.01 a.u., G 44.59 microhartree, Delta/G 2.584
  eps block: -3.323 -0.931 1.670 | full: -3.312 -0.930 1.672
  shift/Delta block: -0.512 -0.360 -0.128 | full: -0.509 -0.362 -0.129
lambda 0.02 a.u., G 89.17 microhartree, Delta/G 1.292
  eps block: -2.487 -0.584 1.779 | full: -2.470 -0.578 1.784
  shift/Delta block: -0.377 -0.452 -0.171 | full: -0.371 -0.455 -0.174
lambda 0.04 a.u., G 178.34 microhartree, Delta/G 0.646
  eps block: -2.202 -0.314 1.870 | full: -2.176 -0.297 1.883
  shift/Delta block: -0.312 -0.486 -0.202 | full: -0.301 -0.489 -0.210
lambda 0.08 a.u., G 356.68 microhartree, Delta/G 0.323
  eps block: -2.093 -0.160 1.930 | full: -2.048 -0.124 1.962
  shift/Delta block: -0.287 -0.495 -0.218 | full: -0.265 -0.501 -0.234
at lambda 0.08 a.u., errors of block model, microhartree
levels: 15.94 12.78 11.49 | shifts: 2.52 0.63 1.90
```
